# Cancellation of direct and wind forces in a current-carrying liquid alloy: a program that tests the result

```python
"""
Result under test: in a homogeneous neutral metal with steady current,
the direct and electron-wind forces summed over all ions cancel, so
    sum_a c_a Zstar_a = 0,   Zstar_a = Z_a - zbar * K_a / Kbar.
c_a: concentration; Z_a: ion valence; zbar = sum_a c_a Z_a;
K_a: wind force per ion divided by electron drift velocity;
Kbar = sum_a c_a K_a. For weak scatterers with screened potentials u_a,
    K_a = integral_0^(2kF) q^3 u_a [u_a + ubar (S-1)] dq / (12 pi^3),
where ubar = sum_a c_a u_a and S is a common ionic structure factor.
Hartree atomic units are used inside; printed units are given in labels.
The alloy parameters are rough values in the regime of liquid Al-Mg.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import expm

BOHR_NM = const.physical_constants["Bohr radius"][0] * 1e9
HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
TIME_FS = const.physical_constants["atomic unit of time"][0] * 1e15
SPEED_SI = const.physical_constants["atomic unit of velocity"][0]
RHO_UOHMCM = const.hbar / const.e**2 * BOHR_NM * 1e-9 * 1e8
KB_EV = const.k / const.e

# Rough example parameters
VALENCE = np.array([3.0, 2.0])          # Al, Mg
CORE_NM = np.array([0.059, 0.074])      # empty-core radii
ION_DENSITY_NM3 = 50.0
PACKING = 0.45
MG_FRACTION = 0.20
TEMPERATURE = 1000.0                    # K
CURRENT_DENSITY = 1000.0                # A/cm2
GAP_MM = 1.0
ION_DIFFUSIVITY = 5e-5                  # cm2/s
ION_DENSITY = ION_DENSITY_NM3 * BOHR_NM**3


def gauss(count, low, high):
    x, w = np.polynomial.legendre.leggauss(count)
    return low + (high - low) * (x + 1) / 2, w * (high - low) / 2


def screened_potential(q, valence, core, fermi_k):
    """Empty-core ion potential with random-phase static screening."""
    x = q / (2 * fermi_k)
    lindhard = 0.5 + (1 - x**2) / (4 * x) * np.log(np.abs((1 + x) / (1 - x)))
    return (-4 * np.pi * valence * np.cos(q * core)
            / (q**2 + 4 * fermi_k / np.pi * lindhard))


def hard_sphere_structure(y, eta):
    """Percus-Yevick S; y is wave number times sphere diameter."""
    x, w = gauss(160, 0.0, 1.0)
    alpha = (1 + 2 * eta)**2 / (1 - eta)**4
    beta = -6 * eta * (1 + eta / 2)**2 / (1 - eta)**4
    direct = -(alpha + beta * x + eta * alpha / 2 * x**3)
    transform = 24 * eta * (np.sinc(np.outer(y, x) / np.pi)
                            @ (w * x**2 * direct))
    return 1 / (1 - transform)


def alloy(mg_fraction, core_nm=CORE_NM, correlated=True, nodes=200):
    conc = np.array([1 - mg_fraction, mg_fraction])
    zbar = conc @ VALENCE
    density = zbar * ION_DENSITY
    fermi_k = (3 * np.pi**2 * density)**(1 / 3)
    q, w = gauss(nodes, 0.0, 2 * fermi_k)
    u = np.array([screened_potential(q, z, r / BOHR_NM, fermi_k)
                  for z, r in zip(VALENCE, core_nm)])
    diameter = (6 * PACKING / (np.pi * ION_DENSITY))**(1 / 3)
    s = (hard_sphere_structure(q * diameter, PACKING)
         if correlated else np.ones_like(q))
    friction = (u * (u + (conc @ u) * (s - 1))) @ (w * q**3) / (12 * np.pi**3)
    mean_friction = conc @ friction
    wind = -zbar * friction / mean_friction
    return dict(conc=conc, zbar=zbar, density=density, kf=fermi_k,
                friction=friction, mean=mean_friction, wind=wind,
                zstar=VALENCE + wind, tau=zbar / mean_friction,
                rho=mean_friction / (zbar * density))


# ---- Boltzmann equation on the Fermi sphere, independent scatterers ----
free = alloy(MG_FRACTION, correlated=False)
kf, conc = free["kf"], free["conc"]
mu, weight = np.polynomial.legendre.leggauss(32)
phi = (np.arange(128) + 0.5) * 2 * np.pi / 128
sine = np.sqrt(1 - mu**2)
cos_angle = (np.outer(mu, mu)[:, :, None]
             + np.outer(sine, sine)[:, :, None] * np.cos(phi))
transfer = kf * np.sqrt(2 * np.maximum(1 - cos_angle, 1e-14))
kernels = []
for z, r in zip(VALENCE, CORE_NM):
    amplitude = screened_potential(transfer, z, r / BOHR_NM, kf) / (2 * np.pi)
    kernels.append(2 * np.pi * np.mean(amplitude**2, axis=2))
collision = sum(ION_DENSITY * c * (np.diag(W @ weight) - W * weight)
                for c, W in zip(conc, kernels))
# Unit driving force on each electron; solution shape is not assumed.
steady = np.linalg.lstsq(collision, mu, rcond=1e-10)[0]
half_dos = kf / (2 * np.pi**2)


def ion_forces(g):
    """Momentum delivered per time to one ion of each species."""
    return np.array([half_dos * kf**2 * (weight * g)
                     @ ((W @ weight) * mu - W @ (weight * mu))
                     for W in kernels])


kinetic_wind = -ion_forces(steady)
drift = half_dos * kf * (weight @ (steady * mu)) / free["density"]
kinetic_friction = -kinetic_wind / drift
kinetic_sum = conc @ (VALENCE + kinetic_wind)
assert abs(kinetic_sum) < 1e-8
assert np.allclose(kinetic_wind, free["wind"], rtol=5e-4)
assert np.allclose(kinetic_friction, free["friction"], rtol=5e-4)
# Before the steady state the net ion force must not vanish.
early = steady - expm(-kf * collision * free["tau"]) @ steady
early_net = conc @ (VALENCE - ion_forces(early)) / free["zbar"]
assert abs(early_net - np.exp(-1)) < 1e-3


# ---- Two scatterers in one dimension, full Schrodinger equation ----
WIDTH, WAVE = 0.5, 1.0


def forces_one_way(heights, centres):
    """Forces on the scatterers for a unit wave coming from the left."""
    heights, centres = np.array(heights), np.array(centres)

    def slope(x, y):
        v = heights * np.exp(-(x - centres)**2 / (2 * WIDTH**2))
        dv = -(x - centres) / WIDTH**2 * v
        return np.concatenate(([y[1], (2 * v.sum() - WAVE**2) * y[0]],
                               abs(y[0])**2 * dv))

    right, left = 8.0, -8.0
    start = np.array([np.exp(1j * WAVE * right),
                      1j * WAVE * np.exp(1j * WAVE * right), 0, 0],
                     dtype=complex)
    end = solve_ivp(slope, (right, left), start, method="DOP853",
                    rtol=1e-11, atol=1e-13, max_step=0.2).y[:, -1]
    incoming = (end[0] + end[1] / (1j * WAVE)) / 2
    outgoing = (end[0] - end[1] / (1j * WAVE)) / 2
    norm = abs(incoming)**2
    return -end[2:].real / norm, abs(outgoing)**2 / norm


def current_odd_forces(heights, distance):
    """Half the difference between forces for opposite currents."""
    a, ra = forces_one_way(heights, [-distance / 2, distance / 2])
    b, rb = forces_one_way(heights, [distance / 2, -distance / 2])
    assert abs(a.sum() - 2 * WAVE**2 * ra) < 1e-7
    assert abs(b.sum() - 2 * WAVE**2 * rb) < 1e-7
    return (a + b) / 2, ra


pair_results = []
for distance in (3.0, 2.2):
    force, reflection = current_odd_forces([0.2, 0.3], distance)
    pair_results.append((distance, force[0] / force.sum(), force.sum(),
                         2 * WAVE**2 * reflection))
assert abs(pair_results[0][1] - pair_results[1][1]) > 0.02
weak_heights = np.array([0.001, 0.0015])
weak_force, _ = current_odd_forces(weak_heights, 3.0)
fourier = (weak_heights * WIDTH * np.sqrt(2 * np.pi)
           * np.exp(-(2 * WAVE * WIDTH)**2 / 2))
weak_formula = 2 * fourier * (fourier + fourier[::-1] * np.cos(6 * WAVE))
# The remaining difference is of third order in the weak potential.
assert np.allclose(weak_force, weak_formula, rtol=1e-2)

# ---- Structure factor: no other ion centre inside the hard core ----
dy = 0.025
y = (np.arange(8000) + 0.5) * dy
s_minus_one = hard_sphere_structure(y, PACKING) - 1
core_pair = 1 + dy * np.sum(y * np.sin(0.5 * y) / 0.5 * s_minus_one
                            * np.exp(-(y / 40)**2)) / (12 * np.pi * PACKING)
assert abs(core_pair) < 1e-3

# ---- Diffuse walls: share of electron momentum not given to ions ----
film = 20.0                              # gap in mean free paths
height, height_w = gauss(400, 0.0, film)
cosine, cosine_w = gauss(400, 0.0, 1.0)
deficit = np.exp(-height[:, None] / cosine[None, :])
wall_numeric = (height_w @ deficit
                @ (cosine_w * 1.5 * (1 - cosine**2))) / film
assert abs(wall_numeric / (3 / (8 * film)) - 1) < 2e-3

# ---- Worked alloy ----
case = alloy(MG_FRACTION)
fine = alloy(MG_FRACTION, nodes=400)
mesh_shift = np.max(np.abs(fine["zstar"] - case["zstar"]))
assert mesh_shift < 1e-3
larger_core = alloy(MG_FRACTION, core_nm=CORE_NM * np.array([1.0, 1.05]))
dilute = alloy(0.001)
rho = case["rho"] * RHO_UOHMCM
field = rho * 1e-6 * CURRENT_DENSITY     # V/cm
path_nm = case["kf"] * case["tau"] * BOHR_NM
fermi_ev = case["kf"]**2 / 2 * HARTREE_EV
thermal_ev = KB_EV * TEMPERATURE
density_nm3 = case["density"] / BOHR_NM**3
electron_drift = CURRENT_DENSITY / (const.e * density_nm3 * 1e21)  # cm/s
gradient = case["zstar"] * field / thermal_ev
ion_drift = ION_DIFFUSIVITY * np.max(np.abs(gradient))
wall_share = 3 * path_nm / (8 * GAP_MM * 1e6)
lorenz = np.pi**2 / 3 * KB_EV**2
joule_rise = (field * GAP_MM * 0.1)**2 / (8 * lorenz * TEMPERATURE)


def show(label, value, unit="", digits=5):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


print("INPUTS (rough, liquid Al-Mg regime)")
print("valences Al, Mg:", *VALENCE)
print("core radii Al, Mg:", *CORE_NM, "nm")
show("Mg fraction", MG_FRACTION)
show("ion density", ION_DENSITY_NM3, "nm^-3")
show("packing fraction", PACKING)
show("temperature", TEMPERATURE, "K")
show("current density", CURRENT_DENSITY, "A/cm2")
show("gap", GAP_MM, "mm")
show("ion diffusivity", ION_DIFFUSIVITY, "cm2/s")
print("TESTS")
print("Boltzmann wind valences Al, Mg (S=1):", *np.round(kinetic_wind, 4))
print("formula wind valences Al, Mg (S=1):", *np.round(free["wind"], 4))
show("Boltzmann weighted sum of Z*", kinetic_sum, digits=2)
show("net/direct force at t=tau", early_net)
for distance, share, total, balance in pair_results:
    print(f"1D pair d={distance} a.u.: first share {share:.4f}, "
          f"sum {total:.6f}, 2k^2R {balance:.6f} a.u.")
print("weak 1D forces, solved:", *[f"{v:.5e}" for v in weak_force], "a.u.")
print("weak 1D forces, formula:", *[f"{v:.5e}" for v in weak_formula], "a.u.")
show("pair function inside hard core", core_pair, digits=2)
show("wall share at d=20l, integrated", wall_numeric)
show("wall share at d=20l, 3l/(8d)", 3 / (8 * film))
print("ALLOY RESULTS")
show("mean valence", case["zbar"])
show("electron density", density_nm3, "nm^-3")
show("Fermi wave number", case["kf"] / BOHR_NM, "nm^-1")
show("Fermi energy", fermi_ev, "eV")
print("friction K Al, Mg:", *np.round(case["friction"], 5), "a.u.")
show("mean friction", case["mean"], "a.u.")
show("resistivity", rho, "microohm cm", 4)
show("relaxation time", case["tau"] * TIME_FS, "fs", 4)
show("mean free path", path_nm, "nm", 4)
print("wind valences Al, Mg:", *np.round(case["wind"], 4))
print("effective valences Al, Mg:", *np.round(case["zstar"], 4))
print("weighted Z* Al, Mg:", *np.round(conc * case["zstar"], 4))
show("field", field, "V/cm", 4)
print("net forces Al, Mg:", *[f"{v:.4g}" for v in case["zstar"] * field],
      "eV/cm")
print("blocked d ln c/dx Al, Mg:", *[f"{v:.4g}" for v in gradient], "cm^-1")
print("Z* Al, Mg at Mg fraction 0.001:", *np.round(dilute["zstar"], 4))
print("NEGLECTED EFFECTS AND SENSITIVITY")
show("Z* shift, 200 to 400 nodes", mesh_shift, digits=2)
print("Z* Al, Mg without correlations:", *np.round(free["zstar"], 4))
show("resistivity without correlations", free["rho"] * RHO_UOHMCM,
     "microohm cm", 4)
print("Z* Al, Mg, Mg core +5%:", *np.round(larger_core["zstar"], 4))
show("multiple scattering 1/(kF l)", BOHR_NM / (case["kf"] * path_nm), digits=3)
show("wall momentum share", wall_share, digits=3)
show("mean valence left by walls", case["zbar"] * wall_share, digits=3)
show("thermal smearing kT/EF", thermal_ev / fermi_ev, digits=3)
show("field energy per path / kT", field * path_nm * 1e-7 / thermal_ev, digits=3)
show("electron drift speed", electron_drift, "cm/s", 3)
show("drift / Fermi speed", electron_drift / (case["kf"] * SPEED_SI * 100), digits=3)
show("ion / electron drift speed", ion_drift / electron_drift, digits=3)
show("Joule centre-wall difference", joule_rise, "K", 3)
print("all assertions hold")
```

Running it gives:

```
INPUTS (rough, liquid Al-Mg regime)
valences Al, Mg: 3.0 2.0
core radii Al, Mg: 0.059 0.074 nm
Mg fraction: 0.2
ion density: 50 nm^-3
packing fraction: 0.45
temperature: 1000 K
current density: 1000 A/cm2
gap: 1 mm
ion diffusivity: 5e-05 cm2/s
TESTS
Boltzmann wind valences Al, Mg (S=1): -3.0709 -1.7165
formula wind valences Al, Mg (S=1): -3.0709 -1.7165
Boltzmann weighted sum of Z*: -4.2e-15
net/direct force at t=tau: 0.36788
1D pair d=3.0 a.u.: first share 0.3594, sum 0.301804, 2k^2R 0.301804 a.u.
1D pair d=2.2 a.u.: first share -0.3897, sum 0.054699, 2k^2R 0.054699 a.u.
weak 1D forces, solved: 2.82373e-06 4.27262e-06 a.u.
weak 1D forces, formula: 2.82027e-06 4.26493e-06 a.u.
pair function inside hard core: 2e-13
wall share at d=20l, integrated: 0.01875
wall share at d=20l, 3l/(8d): 0.01875
ALLOY RESULTS
mean valence: 2.8
electron density: 140 nm^-3
Fermi wave number: 16.064 nm^-1
Fermi energy: 9.8316 eV
friction K Al, Mg: 0.06293 0.0542 a.u.
mean friction: 0.061184 a.u.
resistivity: 22.9 microohm cm
relaxation time: 1.107 fs
mean free path: 2.059 nm
wind valences Al, Mg: -2.8799 -2.4804
effective valences Al, Mg: 0.1201 -0.4804
weighted Z* Al, Mg: 0.0961 -0.0961
field: 0.0229 V/cm
net forces Al, Mg: 0.00275 -0.011 eV/cm
blocked d ln c/dx Al, Mg: 0.03191 -0.1277 cm^-1
Z* Al, Mg at Mg fraction 0.001: 0.0012 -1.1814
NEGLECTED EFFECTS AND SENSITIVITY
Z* shift, 200 to 400 nodes: 6.2e-10
Z* Al, Mg without correlations: -0.0709 0.2835
resistivity without correlations: 71.11 microohm cm
Z* Al, Mg, Mg core +5%: 0.3713 -1.485
multiple scattering 1/(kF l): 0.0302
wall momentum share: 7.72e-07
mean valence left by walls: 2.16e-06
thermal smearing kT/EF: 0.00876
field energy per path / kT: 5.47e-08
electron drift speed: 0.0446 cm/s
drift / Fermi speed: 2.4e-10
ion / electron drift speed: 0.000143
Joule centre-wall difference: 0.0268 K
all assertions hold
```
